# Depolarisation field in short-circuited ferroelectric hafnia with a dielectric interlayer

## 1. What dimensions and symmetry fix

A ferroelectric film of thickness \(t_f\) and a linear dielectric of thickness \(t_d\) lie between two metal electrodes joined by a wire. The film carries a uniform polarisation \(P\) along its normal. What is the field \(E_f\) inside it?

Without free charge in the layers, \(P\) is the sole source in the electrostatic equations. These are linear, and \(P=0\) gives zero field, so \(E_f\) is proportional to \(P\). Since \(P/\epsilon_0\) has the dimension of a field, the remaining factor is a dimensionless function of thicknesses and relative permittivities.

Two observations reduce that function to one variable. First, the interlayer acts on the film through the voltage across it. For a displacement \(D\) this voltage is \(Dt_d/(\epsilon_0\epsilon_d)\), so \(t_d\) and \(\epsilon_d\) enter as \(t_d/\epsilon_d\). Secondly, the vacuum constant and the film permittivity \(\epsilon_f\) appear in Gauss's law as the product \(\epsilon_0\epsilon_f\). Hence

\[
E_f=-\frac{P}{\epsilon_0\epsilon_f}\,h(r),\qquad
r=\frac{\epsilon_f t_d}{\epsilon_d t_f}. \tag{1}
\]

A mirror reflection along the normal reverses \(P\) and \(E_f\) and moves the interlayer to the other side of the film. Reversing \(P\) again, by linearity, restores both signs. The side on which the interlayer lies therefore does not affect \(E_f\). The argument leaves open the function \(h\) and its sign, which follow from Gauss's law and the short circuit.

## 2. Model and conventions

The \(z\) axis points from the film-side electrode through the film to the interlayer. Fields, polarisation and displacement are positive along \(+z\). The layers are laterally uniform, without domains or leakage. The electrodes are ideal, so the field vanishes inside them. A built-in voltage, which different metals or unequal interface dipoles can cause, is left out until Section 9. Free charge at the inner interface is absent until Section 5.

In the film the displacement is

\[
D_f=\epsilon_0\epsilon_fE_f+P. \tag{2}
\]

Here \(\epsilon_f\) describes the linear background response, and \(P\) is the rest of the polarisation. Putting the background response into \(P\) as well would count it twice. In the interlayer, \(D_d=\epsilon_0\epsilon_dE_d\).

Ideal electrodes do not themselves cause a depolarisation field. If the film fills the whole gap, the short circuit requires \(E_ft_f=0\), hence \(E_f=0\): the electrodes carry charge that fully screens the polarisation. The interlayer changes this by separating one electrode from the film.

## 3. Derivation

Without free charge inside a layer, Gauss's law gives \(dD/dz=0\). As \(P\) and the permittivities are uniform within each layer, so are the fields. Without free charge at the interface, \(D_f=D_d=D\), or

\[
\epsilon_0\epsilon_fE_f+P=\epsilon_0\epsilon_dE_d. \tag{3}
\]

The short circuit makes the line integral of the field between the electrodes zero:

\[
E_ft_f+E_dt_d=0
\quad\Longrightarrow\quad
E_d=-\frac{t_f}{t_d}E_f. \tag{4}
\]

The two fields are opposite. Inserting (4) into (3) gives

\[
\epsilon_0\epsilon_fE_f+P=-\epsilon_0\epsilon_d\frac{t_f}{t_d}E_f .
\]

Multiply by \(t_d\) and collect the terms in \(E_f\):

\[
\epsilon_0(\epsilon_ft_d+\epsilon_dt_f)E_f=-Pt_d .
\]

The result is

\[
\boxed{E_f=-NP,\qquad
N=\frac{t_d}{\epsilon_0(\epsilon_ft_d+\epsilon_dt_f)}} \tag{5}
\]

and, from (4),

\[
E_d=NP\,\frac{t_f}{t_d}. \tag{6}
\]

Dividing numerator and denominator of \(N\) by \(\epsilon_dt_f\) gives \(N=r/[\epsilon_0\epsilon_f(1+r)]\). The unknown function in (1) is thus \(h(r)=r/(1+r)\). It is positive, so the film field opposes the polarisation.

**Electrode charge.** The displacement vanishes inside the metal. Its jump at the film-side electrode is the free charge per area there, \(q_1=D\); at the other electrode \(q_2=-D\). From (6),

\[
D=\epsilon_0\epsilon_dE_d
=P\frac{\epsilon_dt_f}{\epsilon_ft_d+\epsilon_dt_f}
=\frac{P}{1+r}. \tag{7}
\]

With the areal capacitances \(C_f=\epsilon_0\epsilon_f/t_f\) and \(C_d=\epsilon_0\epsilon_d/t_d\), one has \(r=C_f/C_d\) and \(D=PC_d/(C_f+C_d)\).

This shows how the field arises. The film face at the electrode carries bound charge \(-P\), while the electrode supplies \(+D<P\). The uncompensated remainder is \(D-P=-Pr/(1+r)\). Equation (2) gives \(\epsilon_0\epsilon_fE_f=D-P\), which is (5) again.

If \(P\) is reversed at zero voltage without a change of magnitude, the electrode charge changes by \(2P/(1+r)\), not by \(2P\). When the known quantity is the remanent electrode charge \(D\), the short-circuit condition gives directly

\[
E_f=-\frac{t_d}{t_f}E_d=-\frac{Dt_d}{\epsilon_0\epsilon_dt_f}. \tag{8}
\]

Equations (5) and (8) agree, provided that \(P\) is used in the first and \(D\) in the second.

## 4. Limits and several interlayers

For a thin interlayer, \(r\ll1\) and \(h\approx r\), so

\[
E_f\approx-\frac{Pt_d}{\epsilon_0\epsilon_dt_f}. \tag{9}
\]

The film permittivity has dropped out. At fixed \(P\) and \(t_d\), the field grows as \(1/t_f\) when the film is thinned, as long as \(r\) stays small. The ratio of estimate (9) to result (5) is \(1+r\), so the estimate is too large in magnitude by the fraction \(r\) of the full result.

For a thick interlayer, \(r\gg1\) and \(h\to1\):

\[
E_f\to-\frac{P}{\epsilon_0\epsilon_f}. \tag{10}
\]

Now \(D\to0\): the electrodes hardly screen the film, although they remain connected.

With several linear interlayers, on either side of the film and without free charge at their boundaries, each has the field \(E_i=D/(\epsilon_0\epsilon_i)\). Define \(S=\sum_i t_i/\epsilon_i\). The short circuit and (2) give

\[
0=E_ft_f+\frac{DS}{\epsilon_0}
=E_ft_f+\epsilon_fSE_f+\frac{PS}{\epsilon_0},
\]

and therefore

\[
E_f=-\frac{PS}{\epsilon_0(t_f+\epsilon_fS)}. \tag{11}
\]

For one interlayer \(S=t_d/\epsilon_d\), and multiplying numerator and denominator by \(\epsilon_d\) returns (5). Only the sum \(S\) matters, in accordance with the mirror argument.

A discretised Poisson equation with both electrodes at zero potential served as an independent test. It reproduced both fields, the displacement, the two limits, and the unchanged film field when one interlayer was divided between the two sides.

## 5. Free charge at the inner interface

Let a free charge \(\sigma\) per area be trapped between film and interlayer. Gauss's law now reads \(D_d-D_f=\sigma\), or

\[
\epsilon_0\epsilon_dE_d=\epsilon_0\epsilon_fE_f+P+\sigma .
\]

This is (3) with \(P\) replaced by \(P+\sigma\), while (4) is unchanged. The same elimination gives

\[
E_f=-N(P+\sigma),\qquad E_d=N(P+\sigma)\frac{t_f}{t_d}. \tag{12}
\]

A charge \(\sigma=-P\) removes both fields. The film-side electrode then carries \(+P\), and the other carries none. With \(\sigma\ne0\) the displacement differs between the two layers. Equation (7) then no longer holds, and (8) holds only if \(D\) is the displacement in the interlayer.

Trapped charge that helps one polarisation state can harm the other. Take \(\sigma=-cP_0\) with \(0<c<1\), and let it stay in place while the polarisation changes from \(+P_0\) to \(-P_0\). Then

\[
E_f(+P_0)=-N(1-c)P_0,\qquad
E_f(-P_0)=+N(1+c)P_0 .
\]

Both fields oppose their polarisation, but the second is larger in magnitude. A simulation must therefore specify whether the charge follows the switching.

## 6. Field energy

For \(\sigma=0\), the field energy per area, including the linear response of both layers, is

\[
U=\tfrac12\epsilon_0\left(\epsilon_fE_f^2t_f+\epsilon_dE_d^2t_d\right).
\]

Inserting (5) and (6) gives

\[
U=\tfrac12\epsilon_0N^2P^2t_f
\left(\epsilon_f+\epsilon_d\frac{t_f}{t_d}\right).
\]

By (5), the bracket equals \(1/(\epsilon_0N)\). One factor of \(N\) cancels:

\[
U=\tfrac12NP^2t_f,\qquad
-\frac1{t_f}\frac{dU}{dP}=-NP=E_f. \tag{13}
\]

The depolarisation field is thus the force per volume with which the field energy drives \(P\) towards zero. The short circuit supplies no electrical work, because charge passes between electrodes at equal potential. The energy and its numerical derivative were also tested with the Poisson solution.

## 7. Relaxation of the polarisation

Equation (5) needs the polarisation present in the stack. The depolarisation field lowers it below the value \(P_0\) of a film without an interlayer. A uniform Landau film at fixed temperature shows by how much. Let its internal free energy per volume be \(aP^2/2+bP^4/4\), with \(a<0\) and \(b>0\). Equilibrium in a field requires

\[
E_f=aP+bP^3. \tag{14}
\]

At zero field the polar solution is \(P_0^2=|a|/b\). The curve (14) turns where \(a+3bP^2=0\), at \(P=P_0/\sqrt3\). The field there is

\[
\frac{P_0}{\sqrt3}\left(-|a|+\frac{|a|}{3}\right)
=-\frac{2|a|P_0}{3\sqrt3}.
\]

Its magnitude is the intrinsic coercive field \(E_c\) for uniform switching, so

\[
|a|=\frac{3\sqrt3}{2}\frac{E_c}{P_0}. \tag{15}
\]

In the short-circuited stack, the total energy per area is

\[
G=t_f\left(\tfrac12aP^2+\tfrac14bP^4+\tfrac12NP^2\right).
\]

Setting \(dG/dP=0\) gives \(P(a+N+bP^2)=0\). For \(N<|a|\), the polar solution is

\[
P_s^2=\frac{|a|-N}{b}=P_0^2\left(1-\frac N{|a|}\right). \tag{16}
\]

There \(d^2G/dP^2=t_f(a+N+3bP_s^2)=2t_f(|a|-N)>0\), so it is a minimum with respect to uniform changes of \(P\). For \(N\ge|a|\), the minimum among uniform states lies at \(P=0\).

The limiting thickness follows from \(N=|a|\):

\[
t_{\rm crit}=|a|\epsilon_0(\epsilon_ft_{\rm crit}+\epsilon_dt_f).
\]

With \(x=|a|\epsilon_0\epsilon_f\), collecting \(t_{\rm crit}\) gives

\[
t_{\rm crit}=\frac{x}{1-x}\,\frac{\epsilon_d}{\epsilon_f}\,t_f,
\qquad x<1. \tag{17}
\]

If \(x\ge1\), no finite interlayer removes the uniform polar state, because \(N<1/(\epsilon_0\epsilon_f)\le|a|\) for every finite \(t_d\).

Within the uniform model, comparing \(NP_0\) with the intrinsic \(E_c\) does not decide whether polarisation survives. As \(P\) falls, so does the field, and the relaxed field lies on curve (14), where its magnitude cannot exceed \(E_c\) for \(0<P<P_0\). Real films usually reverse by nucleation and domain-wall motion at fields below the intrinsic value, so a depolarisation field that the uniform model tolerates can still cause partial back-switching.

When \(N/|a|>2/3\), equation (16) gives \(P_s<P_0/\sqrt3\). The film alone, held at the same fixed field, would be unstable there. The interlayer stabilises it against uniform changes, but this says nothing about stability against domains. A laterally alternating polarisation carries less field energy than a uniform one of the same magnitude, so domains are favoured if their walls cost little enough. The value \(t_{\rm crit}\) therefore belongs to the uniform model. It guarantees neither a single-domain state below it nor a non-polar film above it.

## 8. Worked example

The example uses round model parameters for the film: \(t_f=10\) nm, \(\epsilon_f=30\), \(P_0=10\ \mu\mathrm{C/cm^2}\) and an intrinsic \(E_c=1\) MV/cm. The interlayer has \(t_d=0.5\) nm and \(\epsilon_d=10\). These values do not describe a particular material.

**Fixed polarisation.** With \(P=P_0\), the sum in the denominator of \(N\) is \(30\times0.5+10\times10=115\) nm, so

\[
N=\frac{0.5}{115\,\epsilon_0}=4.91\times10^8\ \mathrm{m/F}.
\]

In SI units \(P_0\) is \(0.1\ \mathrm{C/m^2}\), and the product \(-NP_0\) is

\[
E_f=-0.491\ \mathrm{MV/cm}=-0.0491\ \mathrm{V/nm}.
\]

The interlayer field is larger by \(t_f/t_d=20\), namely 9.82 MV/cm. The voltages across the two layers are \(-0.491\) V and \(+0.491\) V, which add to zero.

The capacitances are \(C_f=2.656\) and \(C_d=17.708\ \mu\mathrm{F/cm^2}\). The electrode charge is

\[
D=10\times\frac{17.708}{2.656+17.708}
=8.70\ \mu\mathrm{C/cm^2}.
\]

Thus 87 % of the polarisation charge is screened at the film-side electrode. The missing 13 % produces the film field. The field energy is \(U=0.0246\ \mathrm{J/m^2}\).

Here \(r=15/100=0.15\). The thin-interlayer estimate is \(-0.565\) MV/cm, 15 % larger in magnitude than the full result, as Section 4 predicts. The thick-interlayer limit is \(-3.76\) MV/cm, far from the present case.

Doubling \(t_d\) from 0.25 to 0.50 nm changes the field from \(-0.263\) to \(-0.491\) MV/cm. The increase is less than twofold because \(t_d\) also enters the denominator of \(N\). At 1 and 2 nm, still with \(P=P_0\), the fields are \(-0.869\) and \(-1.412\) MV/cm.

**Trapped charge.** A charge \(\sigma=-8\ \mu\mathrm{C/cm^2}\) leaves one fifth of the source. The film field falls to \(-0.098\) MV/cm and the interlayer field to 1.96 MV/cm.

**Relaxed polarisation.** For \(\sigma=0\), equation (15) gives \(|a|=2.598\times10^9\) m/F. Then \(N/|a|=0.189\), and

\[
P_s=10\sqrt{1-0.189}=9.01\ \mu\mathrm{C/cm^2}.
\]

Polarisation and fields fall by about 10 % relative to the fixed-polarisation case. The relaxed film field is \(-0.442\) MV/cm, or \(-0.0442\) V/nm, and the interlayer field is 8.84 MV/cm.

With \(x=0.690\), equation (17) gives \(t_{\rm crit}=7.4\) nm. At \(t_d=2\) nm the fixed-polarisation field already exceeds \(E_c\) in magnitude, yet the uniform model retains a polar state, for the reason given in Section 7. Direct minimisation over uniform \(P\) of the Landau energy plus the numerically computed field energy confirmed (16) at 0.5 nm and at \(0.9\,t_{\rm crit}\), and gave zero polarisation, within numerical resolution, at \(1.5\,t_{\rm crit}\).

The interlayer field calls for caution. A field near 9 MV/cm is comparable with the breakdown fields of many insulating oxides, and a layer of 0.5 nm is thin enough for electrons to tunnel through it. The charge-free state of the example is therefore an idealisation: a real interlayer would probably leak or trap charge. The calculation with \(\sigma\) shows how strongly such charge would alter the result, but the present model does not predict its amount.

## 9. Use in a device calculation

Let \(V\) be the sum of the applied and built-in voltages, positive if it drives the field along \(+z\). The built-in part includes the potential steps of interface dipoles, which do not belong to the layer voltages \(E_ft_f\) and \(E_dt_d\). Then (4) becomes \(E_ft_f+E_dt_d=V\). Insert \(E_d=(V-E_ft_f)/t_d\) into Gauss's law with interface charge and multiply by \(t_d\):

\[
\epsilon_0\epsilon_ft_dE_f+(P+\sigma)t_d
=\epsilon_0\epsilon_d(V-E_ft_f).
\]

Solving for the film field gives

\[
E_f=\frac{\epsilon_dV}{\epsilon_ft_d+\epsilon_dt_f}-N(P+\sigma). \tag{18}
\]

The first term is the film's share of the voltage divided by \(t_f\); for \(\sigma=0\) the second is the depolarisation field (5). In a time-dependent calculation, \(P\) and \(\sigma\) in (18) must be their current values. Holding \(P\) at \(P_0\) is an approximation, whose error in the example at \(V=0\) and \(\sigma=0\) is about 11 % of the relaxed field; it changes with \(V\) and \(\sigma\).

Equation (18) gives the local field for uniform layers and ideal electrodes, as assumed in Section 2. Domains produce lateral fields, and a polarisation that varies along \(z\) places bound charge inside the film. If the permittivities remain uniform within each layer, averaging Gauss's law over the area and the film thickness shows that (18) still relates the average field to the average \(P\) and \(\sigma\). The local fields require a spatially resolved Poisson calculation. An electrode with a finite screening length has a voltage drop of its own, which must be added to the stack model. If the screening is linear, each electrode adds an effective length \(\lambda\) to the sum \(S\) in (11). This is no small correction when \(t_d/\epsilon_d\) is only 0.05 nm, as in the example: \(\lambda=0.02\) nm at each electrode gives \(S=0.09\) nm and, at \(P=P_0\), a film field of \(-0.80\) MV/cm instead of \(-0.49\) MV/cm. The numerical output lists the inputs and main results of the example.

## Calculated quantities

```
INPUTS
film thickness t_f = 10.0 nm
film background permittivity eps_f = 30.0 (relative)
interlayer thickness t_d = 0.50 nm
interlayer permittivity eps_d = 10.0 (relative)
polarisation without interlayer P0 = 10.00 uC/cm^2
intrinsic coercive field E_c = 1.00 MV/cm
FIXED POLARISATION P = P0
eps_f*t_d + eps_d*t_f = 115.0 nm
depolarisation factor N = 4.9105e+08 m/F
areal capacitance C_f = 2.656 uF/cm^2
areal capacitance C_d = 17.708 uF/cm^2
film field E_f = -0.4910 MV/cm
film field E_f, converted = -0.04910 V/nm
interlayer field E_d = 9.821 MV/cm
E_f*t_f = -0.4910 V
E_d*t_d = 0.4910 V
film-side electrode charge D = 8.696 uC/cm^2
screened fraction D/P0 = 0.8696 (dimensionless)
field energy per area U = 0.02455 J/m^2
film field from Poisson solver = -0.4910 MV/cm
thin-interlayer estimate of E_f = -0.5647 MV/cm
thick-interlayer limit of E_f = -3.7647 MV/cm
INTERLAYER THICKNESS VARIED, P = P0
t_d = 0.00 nm: E_f = 0.0000 MV/cm
t_d = 0.25 nm: E_f = -0.2627 MV/cm
t_d = 0.50 nm: E_f = -0.4910 MV/cm
t_d = 1.00 nm: E_f = -0.8688 MV/cm
t_d = 2.00 nm: E_f = -1.4118 MV/cm
INTERFACE CHARGE, P = P0
interface charge sigma = -8.00 uC/cm^2
film field with sigma = -0.0982 MV/cm
interlayer field with sigma = 1.964 MV/cm
RELAXED POLARISATION, sigma = 0
Landau coefficient a = -2.5981e+09 m/F
Landau coefficient b = 2.5981e+11 m^5/(F C^2)
ratio N/|a| = 0.1890 (dimensionless)
relaxed polarisation P_s = 9.006 uC/cm^2
ratio P_s/P0 = 0.9006 (dimensionless)
relaxed film field = -0.4422 MV/cm
relaxed film field, converted = -0.04422 V/nm
relaxed interlayer field = 8.844 MV/cm
|a|*eps0*eps_f = 0.6901 (dimensionless)
critical interlayer thickness t_crit = 7.423 nm
```
